\section*{Reading the Transfer Coefficient in Single-Level Marcus Kinetics}

\section{The problem}

In an electrochemical metallization cell a metal filament grows through an insulating film as ions are reduced at its tip. Consider the step
\begin{equation}
\mathrm{M}^{+}+e^{-}\rightarrow \mathrm{M},
\end{equation}
in which the electron comes from a single metal level at the Fermi energy. A cathodic overpotential $\eta<0$ supplies the driving energy $E=e|\eta|$, where $e>0$ is the elementary charge. The environment of the ion responds classically, with reorganization energy $\lambda=1$ eV. The differential transfer coefficient is defined from the cathodic partial rate $k_c$ by
\begin{equation}
\alpha(E)=kT\,\frac{d\ln k_c}{dE}.
\label{def}
\end{equation}

(a) Find $\alpha$ at $|\eta|=0$ and at $|\eta|=0.2$ V.

(b) Find the local Tafel slope, the overpotential needed per decade of cathodic current, at the same two points for $T=300$ K.

(c) The exchange current density is 1 mA/cm$^2$. Find the current density at 0.2 V and the growth speed of a flat silver tip.

The ion stays at a fixed site, and the whole overpotential acts on the transferred electron. Ion and product have equal, fixed occupation weights, so that the step is thermoneutral at $\eta=0$.

\section{A tempting solution}

The Marcus barrier is $(\lambda-E)^2/(4\lambda)$. It equals 0.25 eV without overpotential and $0.8^2/4=0.16$ eV at 0.2 V. A driving energy of 0.20 eV has thus lowered the barrier by 0.09 eV. The transfer coefficient is the fraction of the driving energy that lowers the barrier, so
\begin{equation}
\alpha=\frac{0.25-0.16}{0.20}=0.45 ,
\end{equation}
and the Tafel slope at 0.2 V is $\ln 10\times 25.85\ \mathrm{mV}/0.45\approx 132$ mV per decade.

\section{Where it fails}

Both barriers are right. The fault is in the quotient, which divides a finite change of barrier by a finite change of driving energy. It is the slope of a chord from 0 to 0.2 V, whereas definition (\ref{def}) asks for the slope of the tangent at 0.2 V. The two agree if the barrier is linear in $E$, but the Marcus barrier is quadratic. The number 0.45 does have a use, in part (c), but it does not give the local Tafel slope at 0.2 V. For a quadratic barrier the chord has the slope of the tangent at its midpoint, here 0.1 V.

\section{The rate and its slope}

Let $q$ be the reaction coordinate, scaled so that the environment is relaxed around the ion at $q=0$ and around the product at $q=1$. With equal curvatures the free energies before and after transfer are
\begin{equation}
U_i=\lambda q^2,\qquad U_f=\lambda(1-q)^2-E .
\end{equation}
A more negative electrode raises the energy of the electron before transfer by $E$. Only the difference of the curves matters, so this is written as a lowering of $U_f$.

The electron moves while the environment stands still, and energy is conserved, so transfer requires $U_f=U_i$. The gap is
\begin{equation}
U_f-U_i=\lambda(1-2q+q^2)-E-\lambda q^2=\lambda(1-2q)-E,
\end{equation}
which vanishes at
\begin{equation}
q^*=\frac{\lambda-E}{2\lambda}.
\label{qstar}
\end{equation}
For weak electronic coupling the rate is a constant $C$, taken independent of $E$, times the thermal probability density of a zero gap:
\begin{equation}
k_c=C\,\frac{\int dq\,e^{-U_i/kT}\,\delta(U_f-U_i)}{\int dq\,e^{-U_i/kT}} .
\end{equation}
The gap has slope $-2\lambda$ in $q$, so $\delta(U_f-U_i)=\delta(q-q^*)/(2\lambda)$. The denominator is the Gaussian integral $\sqrt{\pi kT/\lambda}$. Therefore
\begin{align}
k_c&=\frac{C}{2\lambda}\sqrt{\frac{\lambda}{\pi kT}}\;e^{-\lambda q^{*2}/kT}\nonumber\\
&=\frac{C}{\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(\lambda-E)^2}{4\lambda kT}\right].
\label{kc}
\end{align}
The prefactor does not contain $E$, because the gap has the same slope at every $q$. Only the exponent contributes to the derivative:
\begin{equation}
\alpha=-\frac{d}{dE}\frac{(\lambda-E)^2}{4\lambda}
=\frac{\lambda-E}{2\lambda}=\frac12-\frac{E}{2\lambda}=q^* .
\label{alpha}
\end{equation}
The transfer coefficient is the position of the crossing. As long as $E<\lambda$, driving the reaction moves the crossing towards the minimum of $U_i$, where this curve is flatter, and a further shift of $U_f$ then lowers the barrier by less.

\textbf{Answer to (a).} At zero overpotential $\alpha=0.5$. At 0.2 V,
\begin{equation}
\alpha=\frac12-\frac{0.2\ \mathrm{eV}}{2\times1\ \mathrm{eV}}=0.4 .
\end{equation}
Temperature has cancelled, so the result holds at any temperature at which the classical model applies and $\lambda$ is still 1 eV.

\textbf{Answer to (b).} Since $d|\eta|=dE/e$, the local Tafel slope is $\ln 10\,kT/(e\alpha)$. With $kT=25.85$ meV it rises from 119 mV per decade at zero overpotential to 149 mV per decade at 0.2 V.

\section{The reverse reaction}

For the anodic rate $k_a$ the system starts at the bottom of $U_f$, whose energy is $-E$. The barrier is
\begin{equation}
U_f(q^*)+E=\lambda(1-q^*)^2=\frac{(\lambda+E)^2}{4\lambda},
\end{equation}
and the prefactor is that of (\ref{kc}). The anodic coefficient is
\begin{equation}
-kT\frac{d\ln k_a}{dE}=\frac{\lambda+E}{2\lambda},
\end{equation}
which is 0.6 at 0.2 V. The two coefficients add to 1, as detailed balance requires:
\begin{equation}
\ln\frac{k_c}{k_a}=\frac{(\lambda+E)^2-(\lambda-E)^2}{4\lambda kT}=\frac{E}{kT}.
\label{balance}
\end{equation}

An ammeter reads the net current. For equal occupation weights it is proportional to $k_c-k_a=k_c(1-e^{-E/kT})$, and its logarithmic slope is
\begin{equation}
kT\frac{d\ln(k_c-k_a)}{dE}
=\alpha+\frac{e^{-E/kT}}{1-e^{-E/kT}}
=\alpha+\frac{1}{e^{E/kT}-1}.
\end{equation}
At 0.2 V, $E/kT=7.736$ and the slope is 0.4004, so the back reaction hardly matters. For $E\ll kT$ the last term tends to $kT/E$ and hides $\alpha$: the net current is then linear in the overpotential.

\section{Current and growth speed}

The current depends on the whole path from equilibrium. From (\ref{kc}),
\begin{align}
\ln\frac{k_c(E)}{k_c(0)}
&=\frac{\lambda^2-(\lambda-E)^2}{4\lambda kT}
=\frac{2\lambda E-E^2}{4\lambda kT}\nonumber\\
&=\frac{E}{kT}\left(\frac12-\frac{E}{4\lambda}\right).
\label{mean}
\end{align}
The bracket is the mean of $\alpha$ between 0 and $E$. At 0.2 V it equals 0.45, the chord slope of the tempting solution, and this is its proper place. The current density is
\begin{equation}
j=1\ \mathrm{mA/cm^2}\times e^{0.45\times7.736}=32.5\ \mathrm{mA/cm^2}.
\end{equation}
Subtracting the anodic part does not change the digits shown.

The opposite slip is to put the local value 0.4 into an exponential that starts at equilibrium. It gives 22.1 mA/cm$^2$, too small by a factor 0.68. A constant coefficient of 0.5 gives 47.9 mA/cm$^2$, and the Marcus current is smaller than that by the same factor. The factors agree because the mean 0.45 lies midway between the end values; each replacement changes the exponent by $0.05\times7.736=0.387$.

Each silver atom takes one electron and fills a volume $\Omega\approx0.017$ nm$^3$. Since 32.5 mA/cm$^2$ is $3.25\times10^{-16}$ A/nm$^2$, the tip advances at
\begin{equation}
v=\frac{j\Omega}{e}
=\frac{3.25\times10^{-16}\ \mathrm{A/nm^2}\times0.017\ \mathrm{nm^3}}{1.602\times10^{-19}\ \mathrm{C}}
\approx 34\ \mathrm{nm/s}.
\end{equation}
This completes (c).

The 0.2 V must fall at the interface. If the same current density flows uniformly through a film of thickness $L=10$ nm, an ohmic drop below 10 mV requires a film conductivity above
\begin{equation}
\frac{jL}{0.01\ \mathrm{V}}
=\frac{3.25\times10^{-2}\ \mathrm{A/cm^2}\times10^{-6}\ \mathrm{cm}}{0.01\ \mathrm{V}}
\approx3\times10^{-6}\ \mathrm{S/cm}.
\end{equation}
This is an ionic conductivity, and the estimate is for a planar geometry. By the Nernst--Einstein relation it corresponds to a diffusion coefficient of about $5\times10^{-9}$ cm$^2$/s at $10^{20}$ mobile ions per cm$^3$; whether a given oxide meets this is not shown here. A 10 mV drop is small beside 0.2 V, but it still distorts a measured slope. If the film has area-specific resistance $R$ (resistance times area), so that the drop is $jR$, and the counter electrode takes no voltage, the applied voltage changes by $d|\eta|+R\,dj$ with $dj=j\,(e\alpha/kT)\,d|\eta|$. The slope against applied voltage is therefore
\begin{equation}
\frac{\alpha}{1+e\alpha jR/kT},
\end{equation}
which is 0.35 instead of 0.4 for a drop of 10 mV. The drop must be small beside $kT/(e\alpha)\approx65$ mV: at 1 mV, which takes a conductivity ten times higher, the slope is 0.394. Otherwise the drop has to be subtracted from the applied voltage before $\alpha$ is read off. In a two-terminal cell this is not enough, because the dissolving counter electrode also needs an overpotential. With the same area and the same kinetics it takes another 0.2 V at this current, and the slope against cell voltage is 0.20 even without ohmic drop. Its share is small only if its active area or exchange current is much larger than that of the tip.

\section{What the model leaves out}

The following estimates change one assumption at a time, at 0.2 V, 300 K and total $\lambda=1$ eV unless stated. They are not meant to be added.

\textit{Other metal levels.} An electron at energy $\varepsilon$ above the Fermi level has driving energy $E+\varepsilon$. For constant density of states and coupling,
\begin{equation}
k_c\propto\int d\varepsilon\,f(\varepsilon)\,
\exp\!\left[-\frac{(\lambda-E-\varepsilon)^2}{4\lambda kT}\right],
\quad f=\frac{1}{1+e^{\varepsilon/kT}} .
\end{equation}
Differentiation gives $\alpha=(\lambda-E-\langle\varepsilon\rangle)/(2\lambda)$, where the mean is taken with the integrand as weight. If the term $\varepsilon^2$ in the exponent is dropped, the weight is $f e^{a\varepsilon/kT}$ with $a=0.4$. Its integral is $\pi kT/\sin\pi a$, so
\begin{equation}
\langle\varepsilon\rangle\approx kT\frac{d}{da}\ln\frac{\pi}{\sin\pi a}=-\pi kT\cot\pi a\approx-26\ \mathrm{meV}.
\end{equation}
Levels on both sides of the Fermi energy contribute, but their mean lies below it, and $\alpha$ rises to about 0.413. Numerical integration with the quadratic term kept gives 0.411, and 0.412 at 358 K.

The continuum matters more at strong driving. Equation (\ref{alpha}) gives $\alpha=0$ at $E=\lambda$ and negative values beyond, so that more driving would slow the reaction. With the continuum, the Gaussian depends on $E+\varepsilon$ alone. Integration by parts then turns $dk_c/dE$ into the integral of the Gaussian times $-df/d\varepsilon>0$, and the rate keeps rising, but towards a limit: at $E=\lambda$ it has half its limiting value and $\alpha=0.09$, and at $E=1.5\lambda$ the coefficient is down to 0.004.

\textit{Quantum vibrations.} Some oxides, silica among them, have stiff stretching vibrations with quanta of roughly $\hbar\omega=0.14$ eV, well above $kT$. Let one such mode carry half of $\lambda$ and leave $\lambda_s=0.5$ eV classical. If the mode goes from $m$ to $n$ quanta, the classical part has driving energy $E-(n-m)\hbar\omega$, and
\begin{equation}
k_c\propto\sum_{m,n}p_mF_{nm}
\exp\!\left[-\frac{(\lambda_s-E+(n-m)\hbar\omega)^2}{4\lambda_s kT}\right].
\end{equation}
Here $p_m$ is the thermal population and $F_{nm}$ the squared overlap of the states of the displaced oscillator. Numerical summation gives $\alpha=0.35$, with 0.5 kept at zero overpotential.

\textit{Strong coupling.} A coupling $V$ between the two charge states replaces the crossing by a smooth maximum of
\begin{equation}
U_-=\frac{U_i+U_f}{2}-\sqrt{\left(\frac{U_i-U_f}{2}\right)^2+V^2}.
\end{equation}
For $V=0.1$ eV, numerical differentiation shows that the barrier on this curve falls by $0.49\,dE$ at $E=0$ and by $0.36\,dE$ at $E=0.2$ eV. The first number is not quite 0.5 because the coupling also mixes the two charge states slightly in the wells, so that the energy difference between the wells changes by only about $0.98\,dE$. Detailed balance requires the overpotential to be counted by this difference. With a prefactor independent of $E$, this gives $\alpha=0.50$ at zero overpotential. A well difference of 0.2 eV is reached at $E=0.204$ eV, where the barrier falls by $0.355\,dE$ and the well difference changes by $0.977\,dE$, so that $\alpha=0.36$ at 0.2 V.

\textit{Unequal occupation.} If the ion's occupation weight is a tenth of the product's, equilibrium requires $k_c/k_a=10$. By (\ref{balance}) this happens at $E=kT\ln10=59.5$ meV, and the overpotential is counted from there. Then $\alpha$ starts at 0.47 and reaches 0.37 at 0.2 V. The decrease is still 0.1, but both end values have moved.

\section{Relation to a silver cell}

The atomic volume is that of bulk silver, rounded; the unrounded value of 0.0171 nm$^3$ raises the speed from 34.5 to 34.6 nm/s, so its second digit is uncertain. The film thickness and the exchange current density are chosen for illustration. At fixed $\lambda$, the exchange current density scales the current and the growth speed but leaves $\alpha$ unchanged. The value of $\lambda$ is a model choice, and it matters directly: at 0.2 V, equation (\ref{alpha}) gives 0.3 for 0.5 eV and 0.45 for 2 eV.

The assumption most open to doubt is the fixed ion. A depositing silver ion leaves its site in the oxide and bonds to the metal. The coupling may then be strong, and two equal parabolas need not describe the motion. The coupling estimate above moves $\alpha$ by about $-0.04$; the effect of the ion's own motion, and of forming a new nucleus, is not estimated here. The value 0.4 therefore belongs to the stated model, and a measured slope near it would not by itself establish single-level Marcus kinetics.

All numerical values are calculated from the stated model.
